# Eigenvalue Slopes and Picture Change in Exact One-Electron Decoupling: test program

```python
"""
Result under test: for a one-electron Dirac matrix D(lam) = D0 + lam*W, decoupled
exactly by a unitary U(lam) into h_plus and h_minus, the slope of an eigenvalue of
h_plus equals <phi| (U W U^dagger)_plusplus |phi> with U and phi taken at lam = 0.
The response of U is nonzero but cancels from this slope.

Symbols: K = (dU/dlam) U^dagger; Wt = U W U^dagger; Z nuclear charge; c speed of
light; gam = sqrt(1 - Z^2/c^2). Hartree atomic units, rest energy subtracted.
Basis: s Gaussians g for the upper component and (sigma.p) g/(2c) for the lower.
The main perturbation is W = 1/r, the second one is exp(-eta r^2).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import gamma

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80.0
gam = np.sqrt(1.0 - (Z / c) ** 2)
n_basis, ratio, smallest = 28, 2.2, 0.006
zeta = smallest * Z**2 * ratio ** np.arange(n_basis)
pair_sum = zeta[:, None] + zeta[None, :]
norm = (2.0 * zeta / np.pi) ** 0.75
norm_pair = np.outer(norm, norm)


def radial(power, exponent):
    """Integral of r^power exp(-exponent r^2) from zero to infinity."""
    s = 0.5 * (power + 1)
    return 0.5 * gamma(s) / exponent**s


def upper_matrix(power=0, eta=0.0):
    """<g| r^power exp(-eta r^2) |g>."""
    return 4 * np.pi * norm_pair * radial(2 + power, pair_sum + eta)


def momentum_matrix(power=0, eta=0.0):
    """<sigma.p g| r^power exp(-eta r^2) |sigma.p g>."""
    return (16 * np.pi * norm_pair * np.outer(zeta, zeta)
            * radial(4 + power, pair_sum + eta))


def inverse_sqrt(M):
    values, vectors = np.linalg.eigh(M)
    return (vectors / np.sqrt(values)) @ vectors.conj().T


def orthonormalizer(M):
    scale = 1.0 / np.sqrt(np.diag(M))
    return scale[:, None] * inverse_sqrt(M * np.outer(scale, scale))


kinetic = momentum_matrix() / 2
to_upper = orthonormalizer(upper_matrix())
to_lower = orthonormalizer(kinetic / (2 * c**2))
zero = np.zeros((n_basis, n_basis))


def potential(power=0, eta=0.0):
    """Local potential in the orthonormal four-component basis."""
    up = to_upper.T @ upper_matrix(power, eta) @ to_upper
    low = to_lower.T @ (momentum_matrix(power, eta) / (4 * c**2)) @ to_lower
    M = np.block([[up, zero], [zero, low]])
    return (M + M.T) / 2


def decouple(D):
    """Exact decoupling matrix U and the positive-energy block h_plus."""
    n = len(D) // 2
    _, C = np.linalg.eigh(D)
    A, B = C[:n, n:], C[n:, n:]
    X = np.linalg.solve(A.T, B.T).T
    Xd = X.conj().T
    R_up = inverse_sqrt(np.eye(n) + Xd @ X)
    R_low = inverse_sqrt(np.eye(n) + X @ Xd)
    U = np.block([[R_up, R_up @ Xd], [-R_low @ X, R_low]])
    H = U @ D @ U.conj().T
    hp = H[:n, :n]
    return U, (hp + hp.conj().T) / 2


def first_derivative(f, h):
    return (f[-2] - 8 * f[-1] + 8 * f[1] - f[2]) / (12 * h)


def second_derivative(f, h):
    return (-f[-2] + 16 * f[-1] - 30 * f[0] + 16 * f[1] - f[2]) / (12 * h**2)


coupling = to_upper.T @ kinetic @ to_lower
rest = np.diag(np.r_[np.zeros(n_basis), -2 * c**2 * np.ones(n_basis)])
W = potential(power=-1)
D0 = np.block([[zero, coupling], [coupling.T, zero]]) + rest - Z * W
n = n_basis
points = (-2, -1, 0, 1, 2)
step = 0.5

# Decoupling is repeated from scratch at each perturbation strength.
samples = {k: decouple(D0 + k * step * W) for k in points}
U0, h0 = samples[0]
H0 = U0 @ D0 @ U0.T
assert np.max(abs(U0 @ U0.T - np.eye(2 * n))) < 1e-10
assert np.max(abs(H0[:n, n:])) < 1e-10 * np.max(abs(H0))

e_plus, v_plus = np.linalg.eigh(h0)
e_minus, v_minus = np.linalg.eigh((H0[n:, n:] + H0[n:, n:].T) / 2)
Wt = U0 @ W @ U0.T
Wpp = (Wt[:n, :n] + Wt[:n, :n].T) / 2
phi = v_plus[:, 0]
if phi @ Wpp @ v_plus[:, 1] < 0:
    v_plus[:, 1] *= -1
phi2 = v_plus[:, 1]

# Energies against the exact Dirac levels of a point nucleus.
exact_1s = c**2 * (gam - 1)
exact_2s = c**2 * (1 / np.sqrt(1 + (Z / c / (1 + gam)) ** 2) - 1)
assert abs(e_plus[0] / exact_1s - 1) < 1e-4
assert abs(e_plus[1] / exact_2s - 1) < 1e-4

# The slope by four roads.
levels = {k: np.linalg.eigvalsh(samples[k][1])[0] for k in points}
slope = first_derivative(levels, step)
transformed = phi @ Wpp @ phi
dirac_vector = np.linalg.eigh(D0)[1][:, n]
four_component = dirac_vector @ W @ dirac_vector
exact_slope = Z / gam
assert abs(slope / transformed - 1) < 1e-6
assert abs(four_component / transformed - 1) < 1e-8
assert abs(transformed / exact_slope - 1) < 1e-4
untransformed = phi @ W[:n, :n] @ phi
part_upper = dirac_vector[:n] @ W[:n, :n] @ dirac_vector[:n]
part_lower = dirac_vector[n:] @ W[n:, n:] @ dirac_vector[n:]
assert abs(untransformed / transformed - 1) > 1e-3

# Response of the transformation: all matrix elements, not just the slope.
dU = first_derivative({k: samples[k][0] for k in points}, step)
dh = first_derivative({k: samples[k][1] for k in points}, step)
K = dU @ U0.T
Kpp = K[:n, :n]
commutator = Kpp @ h0 - h0 @ Kpp
response = dh - Wpp
assert np.max(abs(response - commutator)) < 1e-5 * np.max(abs(response))
K_mixed = v_plus.T @ K[:n, n:] @ v_minus
W_mixed = v_plus.T @ Wt[:n, n:] @ v_minus
K_predicted = W_mixed / (e_plus[:, None] - e_minus[None, :])
assert np.max(abs(K_mixed - K_predicted)) < 1e-5 * np.max(abs(K_mixed))
element_full = phi @ dh @ phi2
element_W = phi @ Wpp @ phi2
K12 = phi @ Kpp @ phi2
element_response = K12 * (e_plus[1] - e_plus[0])
assert abs(element_full - element_W - element_response) < 1e-5
assert abs(element_response) > 1e-3
assert abs(phi @ response @ phi) < 1e-5

# Second derivative: a frozen transformation loses the negative-energy sum.
curvature = second_derivative(levels, step)
frozen_levels = {k: np.linalg.eigvalsh(h0 + k * step * Wpp)[0] for k in points}
frozen_curvature = second_derivative(frozen_levels, step)
negative_sum = 2 * np.sum(W_mixed[0] ** 2 / (e_plus[0] - e_minus))
assert abs(curvature - frozen_curvature - negative_sum) < 1e-3 * negative_sum
exact_curvature = -1 / gam**3
assert abs(curvature / exact_curvature - 1) < 2e-3

# A perturbation of another radial shape, checked with the exact Dirac density.
eta = Z**2
G = potential(eta=eta)
gauss_step = 5.0
gauss_levels = {k: np.linalg.eigvalsh(decouple(D0 + k * gauss_step * G)[1])[0]
                for k in points}
gauss_slope = first_derivative(gauss_levels, gauss_step)
gauss_transformed = phi @ (U0 @ G @ U0.T)[:n, :n] @ phi
gauss_exact = quad(lambda x: x ** (2 * gam) * np.exp(-x - eta * x**2 / (4 * Z**2)),
                   0, np.inf)[0] / gamma(2 * gam + 1)
assert abs(gauss_slope / gauss_transformed - 1) < 1e-6
assert abs(gauss_transformed / gauss_exact - 1) < 1e-4

# Degenerate level in a complex model with a general Hermitian perturbation.
rng = np.random.default_rng(4)
M = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
Q = expm(0.15 * (M - M.conj().T))
D_deg = Q @ np.diag([1.0, 1.0, 2.0, -5.0, -6.0, -7.0]) @ Q.conj().T
M = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
W_deg = (M + M.conj().T) / 2
U_deg, h_deg = decouple(D_deg)
pair = np.linalg.eigh(h_deg)[1][:, :2]
W_pair = pair.conj().T @ (U_deg @ W_deg @ U_deg.conj().T)[:3, :3] @ pair
deg_predicted = np.linalg.eigvalsh(W_pair)
small = 1e-4
above = np.linalg.eigvalsh(decouple(D_deg + small * W_deg)[1])[:2]
below = np.linalg.eigvalsh(decouple(D_deg - small * W_deg)[1])[:2]
deg_slopes = (above - below[::-1]) / (2 * small)
assert np.max(abs(deg_slopes - deg_predicted)) < 1e-6

# Two electrons: Hartree-Fock with untransformed Coulomb repulsion.
P = pair_sum.ravel()
repulsion = (2 * np.pi**2.5 * np.outer(norm_pair.ravel(), norm_pair.ravel())
             / (np.outer(P, P) * np.sqrt(P[:, None] + P[None, :])))


def hartree_fock(h):
    orbital = np.linalg.eigh(h)[1][:, 0]
    for _ in range(40):
        ao = to_upper @ orbital
        J = (repulsion @ np.outer(ao, ao).ravel()).reshape(n, n)
        J = to_upper.T @ J @ to_upper
        J = (J + J.T) / 2
        new = np.linalg.eigh(h + J)[1][:, 0]
        change = min(np.linalg.norm(new - orbital), np.linalg.norm(new + orbital))
        orbital = new
    assert change < 1e-8
    ao = to_upper @ orbital
    density = np.outer(ao, ao).ravel()
    return 2 * orbital @ h @ orbital + density @ repulsion @ density, orbital


hf = {k: hartree_fock(samples[k][1]) for k in points}
hf_slope = first_derivative({k: hf[k][0] for k in points}, step)
hf_orbital = hf[0][1]
hf_frozen = 2 * hf_orbital @ Wpp @ hf_orbital
hf_response = 2 * hf_orbital @ commutator @ hf_orbital
assert abs(hf_response) > 1e-4
assert abs(hf_slope - hf_frozen - hf_response) < 1e-2 * abs(hf_response)

print(f"nuclear charge Z: {Z:.0f}")
print(f"speed of light c: {c:.6f} a.u.")
print(f"gam = sqrt(1-Z^2/c^2): {gam:.6f}")
print(f"number of s Gaussians: {n_basis}")
print(f"exponent ratio: {ratio:.1f}")
print(f"smallest exponent: {zeta[0]:.3f} bohr^-2")
print(f"largest exponent: {zeta[-1]:.3e} bohr^-2")
print(f"step in lam for W=1/r: {step:.2f}")
print(f"1s energy, basis: {e_plus[0]:.4f} hartree")
print(f"1s energy, exact Dirac: {exact_1s:.4f} hartree")
print(f"2s energy, basis: {e_plus[1]:.4f} hartree")
print(f"2s energy, exact Dirac: {exact_2s:.4f} hartree")
print("W = 1/r; slopes in hartree per unit lam")
print(f"slope, re-decoupled at each lam: {slope:.6f} hartree")
print(f"transformed expectation: {transformed:.6f} hartree")
print(f"transformed expectation: {transformed * hartree_ev:.3f} eV")
print(f"four-component expectation: {four_component:.6f} hartree")
print(f"exact Dirac slope Z/gam: {exact_slope:.6f} hartree")
print(f"upper-component part: {part_upper:.4f} hartree")
print(f"lower-component part: {part_lower:.4f} hartree")
print(f"untransformed operator with phi: {untransformed:.4f} hartree")
print(f"picture-change error: {untransformed - transformed:.4f} hartree")
print(f"relative error: {100 * (untransformed / transformed - 1):.3f} percent")
print("1s-2s matrix elements for W = 1/r")
print(f"derivative of h_plus: {element_full:.6f} hartree")
print(f"transformed operator: {element_W:.6f} hartree")
print(f"response K12*(e2-e1): {element_response:.6f} hartree")
print(f"K12: {K12:.4e}")
print(f"largest mixed-block |K|: {np.max(abs(K_mixed)):.4e}")
print("second derivatives of the 1s energy, W = 1/r")
print(f"re-decoupled: {curvature:.5f} hartree")
print(f"exact Dirac -1/gam^3: {exact_curvature:.5f} hartree")
print(f"frozen transformation: {frozen_curvature:.5f} hartree")
print(f"negative-energy sum: {negative_sum:.5f} hartree")
print("W = exp(-eta r^2)")
print(f"eta: {eta:.0f} bohr^-2")
print(f"step in lam: {gauss_step:.1f} hartree")
print(f"slope, re-decoupled: {gauss_slope:.7f}")
print(f"transformed expectation: {gauss_transformed:.7f}")
print(f"exact Dirac density: {gauss_exact:.7f}")
print("degenerate model, dimensionless")
print(f"slopes: {deg_slopes[0]:.6f}, {deg_slopes[1]:.6f}")
print(f"eigenvalues of W block: {deg_predicted[0]:.6f}, {deg_predicted[1]:.6f}")
print("two-electron ion, Hartree-Fock, W = 1/r")
print(f"total energy: {hf[0][0]:.4f} hartree")
print(f"slope, re-decoupled: {hf_slope:.6f} hartree")
print(f"transformed expectation: {hf_frozen:.6f} hartree")
print(f"slope minus expectation: {hf_slope - hf_frozen:.6f} hartree")
print(f"predicted response term: {hf_response:.6f} hartree")
print("finished without a failed check")
```

Running it gives:

```
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
gam = sqrt(1-Z^2/c^2): 0.811906
number of s Gaussians: 28
exponent ratio: 2.2
smallest exponent: 38.400 bohr^-2
largest exponent: 6.757e+10 bohr^-2
step in lam for W=1/r: 0.50
1s energy, basis: -3532.1914 hartree
1s energy, exact Dirac: -3532.1921 hartree
2s energy, basis: -904.8462 hartree
2s energy, exact Dirac: -904.8478 hartree
W = 1/r; slopes in hartree per unit lam
slope, re-decoupled at each lam: 98.533480 hartree
transformed expectation: 98.533481 hartree
transformed expectation: 2681.233 eV
four-component expectation: 98.533481 hartree
exact Dirac slope Z/gam: 98.533576 hartree
upper-component part: 89.2667 hartree
lower-component part: 9.2668 hartree
untransformed operator with phi: 110.1685 hartree
picture-change error: 11.6350 hartree
relative error: 11.808 percent
1s-2s matrix elements for W = 1/r
derivative of h_plus: 24.085950 hartree
transformed operator: 24.119397 hartree
response K12*(e2-e1): -0.033447 hartree
K12: -1.2730e-05
largest mixed-block |K|: 2.7748e-04
second derivatives of the 1s energy, W = 1/r
re-decoupled: -1.86844 hartree
exact Dirac -1/gam^3: -1.86846 hartree
frozen transformation: -1.91122 hartree
negative-energy sum: 0.04279 hartree
W = exp(-eta r^2)
eta: 6400 bohr^-2
step in lam: 5.0 hartree
slope, re-decoupled: 0.3434131
transformed expectation: 0.3434131
exact Dirac density: 0.3434132
degenerate model, dimensionless
slopes: -2.268159, -0.096271
eigenvalues of W block: -2.268159, -0.096271
two-electron ion, Hartree-Fock, W = 1/r
total energy: -7002.5124 hartree
slope, re-decoupled: 195.901415 hartree
transformed expectation: 195.897429 hartree
slope minus expectation: 0.003986 hartree
predicted response term: 0.003986 hartree
finished without a failed check
```
